\section*{Kerker mixing and the local-density-of-states preconditioner}

In a periodic cell 60 bohr long and filled with a model metal, a damped self-consistency iteration with Kerker's filter reduces the error of the potential by a factor $10^{8}$ in 8 steps. If half of the metal is replaced by vacuum, the same filter needs 333 steps even with the damping chosen anew, more than the 290 needed with no filter at all. Replacing one number in the filter, the density of states of the metal, by its local value $D(\mathbf r)$ brings the count down to 11. These counts follow from the way electrons screen a small error of the potential.

Hartree atomic units are used, and $V$ is the potential energy of an electron. The electrons are independent, spin-degenerate and have real orbitals $\psi_m$ with energies $\varepsilon_m$, filled by the Fermi function $f$ with smearing $T$ and Fermi level $\mu$. Their number is fixed. A trial potential $V$ gives a density $\rho[V]$, which in turn gives the output potential
\begin{equation}
F(V)=V_{\rm ext}+v\rho[V],\qquad v(G)=\frac{4\pi}{G^2},
\end{equation}
where the component $G=0$, a constant shift of the potential, is dropped. Exchange and correlation are left out; in a uniform gas their local approximations add a kernel that stays finite as $G\to0$, whereas $v$ diverges there. The iteration is
\begin{equation}
V_{n+1}=V_n+\alpha P^{-1}R_n,\qquad R_n=F(V_n)-V_n ,
\end{equation}
with damping $\alpha$ and an invertible preconditioner $P$. Since $P^{-1}R=0$ requires $R=0$, the choice of $P$ changes the path and not the solution.

Let $V_*$ be the solution and $e_n=V_n-V_*$. A small change of potential changes the density by $\delta\rho=-K\,\delta V$, where $K=-\chi_0$ is the independent-electron response with its sign reversed: electrons leave places where their potential energy rises. Hence $F(V_n)=V_*-vKe_n$ to first order, and
\begin{equation}
R_n=-(1+vK)e_n,\qquad e_{n+1}=\left[1-\alpha P^{-1}(1+vK)\right]e_n .
\end{equation}
If $P$ depends on the current potential, its variation multiplies $R_n$, which is itself of first order, so nothing is added here. The operator $1+vK$ is the dielectric operator for potentials. The ideal $P$ would be equal to it, but $K$ is expensive to build and a good approximation suffices.

An eigenvector of $P^{-1}(1+vK)$ with eigenvalue $\lambda$ is multiplied by $1-\alpha\lambda$ in each step. For positive eigenvalues between $\lambda_{\min}$ and $\lambda_{\max}$ the worst factor is smallest when the two ends are equally bad, $1-\alpha\lambda_{\min}=-(1-\alpha\lambda_{\max})$. This gives
\begin{equation}
\alpha=\frac{2}{\lambda_{\min}+\lambda_{\max}},\qquad
\text{rate}=\frac{\kappa-1}{\kappa+1},\qquad \kappa=\frac{\lambda_{\max}}{\lambda_{\min}} .
\end{equation}
For large $\kappa$ the rate is about $1-2/\kappa$, and the number of steps grows in proportion to $\kappa$.

In a uniform electron gas at zero temperature, Thomas-Fermi theory fills each point up to the common level $\mu$, so that
\begin{equation}
\rho=\frac{[2(\mu-V)]^{3/2}}{3\pi^2},\qquad
\delta\rho=-\frac{[2(\mu-V)]^{1/2}}{\pi^2}\,\delta V=-\frac{k_F}{\pi^2}\,\delta V .
\end{equation}
For a wave with $G\neq0$ the average of $\delta V$ vanishes and $\mu$ does not move. Thus $K=D=k_F/\pi^2$, the density of states per volume at the Fermi level, and
\begin{equation}
1+vK=1+\frac{4\pi D}{G^2}=\frac{G^2+k_{TF}^2}{G^2},\qquad k_{TF}^2=4\pi D=\frac{4k_F}{\pi}.
\end{equation}
Its inverse is Kerker's filter,
\begin{equation}
P^{-1}=\frac{G^2}{G^2+k_{TF}^2}.
\end{equation}
Mixing densities instead of potentials gives the operator $1+Kv$, which is the same function of $G$ in a uniform system, so the filter is the same.

Thomas-Fermi theory holds for long waves. The full static response shows what the filter leaves behind at shorter ones. First-order perturbation theory couples $\mathbf k$ to $\mathbf k+\mathbf q$:
\begin{equation}
K(q)=2\int\!\frac{d^3k}{(2\pi)^3}\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}}
=4\int\!\frac{d^3k}{(2\pi)^3}\frac{f_{\mathbf k}}{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}},
\end{equation}
where the substitution $\mathbf k\to-\mathbf k-\mathbf q$ turns the second term into a copy of the first, and principal values are understood. The energy difference is $kqx+q^2/2$, with $x$ the cosine of the angle. The integral over $x$ gives $(kq)^{-1}\ln|(q+2k)/(q-2k)|$, and the prefactor is $4\cdot2\pi/(2\pi)^3=1/\pi^2$:
\begin{equation}
K(q)=\frac{1}{\pi^2q}\int_0^{k_F}\!k\,\ln\left|\frac{q+2k}{q-2k}\right|dk .
\end{equation}
With $a=q/2$ the integrand has the antiderivative $\tfrac12(k^2-a^2)\ln|(k+a)/(k-a)|+ak$, as differentiation confirms. For $y=q/2k_F$ this gives
\begin{equation}
K(q)=\frac{k_F}{\pi^2}\left[\frac12+\frac{1-y^2}{4y}\ln\left|\frac{1+y}{1-y}\right|\right]
=\frac{k_F}{\pi^2}\left(1-\frac{q^2}{12k_F^2}+\dots\right).
\end{equation}
The limit $q\to0$ is the Thomas-Fermi value. At $r_s=2$ bohr, $k_F=0.960$ bohr$^{-1}$ and $k_{TF}^2=4(0.9596)/\pi=1.222$ bohr$^{-2}$, so the screening length $1/k_{TF}$ is 0.905 bohr, or 0.479 Å. At $q=0.1k_F$ quadrature gives $K/D=0.999166$, against $1-1/1200=0.999167$ from the expansion. The eigenvalue left after filtering, $(q^2+4\pi K)/(q^2+k_{TF}^2)$, falls to 0.861 near $q=2.2k_F$ and does not exceed one on the range examined, up to about $6k_F$. Kerker's filter is therefore the inverse of the Thomas-Fermi dielectric function and not of the full one, but at this density the difference costs little: at short waves $q^2$ dominates both numerator and denominator.

For a slab, $K$ must be found without uniformity. A perturbation with matrix elements $V_{mn}=\int\psi_m\,\delta V\,\psi_n$ shifts the level $m$ by $V_{mm}$ and mixes into $\psi_m$ the orbitals $\psi_n$ with amplitudes $V_{nm}/(\varepsilon_m-\varepsilon_n)$. At fixed $\mu$,
\begin{align}
\delta\rho&=2\sum_m f'_mV_{mm}\psi_m^2+4\sum_{m\ne n}f_m\frac{V_{nm}}{\varepsilon_m-\varepsilon_n}\psi_m\psi_n\nonumber\\
&=2\sum_{mn}\frac{f_m-f_n}{\varepsilon_m-\varepsilon_n}\,V_{mn}\,\psi_m\psi_n .
\end{align}
The second line averages the double sum with its copy under $m\leftrightarrow n$ and reads the quotient as $f'_m$ for equal energies. Because $f$ decreases with energy, every quotient is negative or zero. Hence $\langle u,Ku\rangle\ge0$ for any $u$, and $K(\mathbf r,\mathbf r')$ is symmetric.

Now take $\delta V=1$. Orthonormality gives $V_{mn}=\delta_{mn}$, and therefore
\begin{equation}
\int K(\mathbf r,\mathbf r')\,d\mathbf r'=2\sum_m(-f'_m)\,\psi_m(\mathbf r)^2\equiv D(\mathbf r).
\end{equation}
This is the local density of states at the Fermi level. The physical reason is that raising the potential everywhere at fixed $\mu$ is the same as lowering $\mu$. To use the sum rule for a potential $u$ that varies, expand the square in
\begin{equation}
-\frac12\iint K(\mathbf r,\mathbf r')\,[u(\mathbf r)-u(\mathbf r')]^2=-\int D\,u^2+\langle u,Ku\rangle ,
\end{equation}
which rearranges to
\begin{equation}
\langle u,Ku\rangle=\int D\,u^2-\frac12\iint K(\mathbf r,\mathbf r')\,[u(\mathbf r)-u(\mathbf r')]^2 .
\label{split}
\end{equation}
If $u$ changes little over the range of $K$, the last term is quadratic in $\nabla u$, and the first term is what remains for slow potentials. This justifies $K(\mathbf r,\mathbf r')\approx D(\mathbf r)\,\delta(\mathbf r-\mathbf r')$. It also shows what is neglected: a gradient term, which matters for short waves, at interfaces, and wherever $D$ vanishes.

With a fixed number of electrons the Fermi level responds too, and $\delta\rho=-K\delta V+D\,\delta\mu$. Setting $\int\delta\rho=0$ and using the sum rule gives
\begin{equation}
\delta\mu=\frac{\int D\,\delta V}{\int D},\qquad
\delta\rho\approx-D(\mathbf r)\,[\delta V(\mathbf r)-\delta\mu],
\label{local}
\end{equation}
where the second relation uses the local approximation. From here on $K$ includes this shift. It then gives zero on a constant, and its quadratic form is (\ref{split}) with $u-\delta\mu$ in place of $u$.

Let $K_0$ be the local response (\ref{local}) and $P=1+vK_0$. The preconditioned residual $W_0=P^{-1}R$ satisfies $W_0+vD(W_0-\delta\mu)=R$. Applying $-\nabla^2$, which turns $v$ into $4\pi$, and writing $W=W_0-\delta\mu$ gives
\begin{equation}
\left[-\nabla^2+4\pi D(\mathbf r)\right]W=-\nabla^2R .
\label{screened}
\end{equation}
The Fermi-level shift has become an additive constant in $W$, which has no effect on the density. Integrating (\ref{screened}) over the cell gives $\int DW=0$, so charge is conserved without a separate condition. For density mixing with residual $r=-\nabla^2R/4\pi$, the same $W$ solves $(-\nabla^2+4\pi D)W=4\pi r$, and the preconditioned density residual is
\begin{equation}
\delta\rho=-\frac{\nabla^2W}{4\pi}=r-D(\mathbf r)\,W .
\end{equation}

If $D$ is uniform, a Fourier transform of (\ref{screened}) returns Kerker's filter. If $D=0$ everywhere, $W=R$ up to a constant, which is plain damping. In a vacuum region next to a metal, (\ref{screened}) says that $W-R$ is harmonic there: the vacuum adds no screening charge of its own, but it still feels the field of the charge in the metal. The operator on the left is symmetric, and positive as soon as $D$ is nonzero somewhere, so iterative solvers such as conjugate gradients apply; a Fourier transform alone does not solve the equation when $D$ varies in space. The extra input is $D(\mathbf r)$, a weighted sum of orbital densities that are already at hand.

The quality of any such $P$ can be read from a quotient. Multiplying $(1+vK)u=\lambda(1+vK_0)u$ by $v^{-1}=-\nabla^2/4\pi$ on functions of zero average gives a problem with symmetric operators on both sides. Its eigenvalues are the stationary values of
\begin{equation}
\lambda[u]=\frac{\int|\nabla u|^2/4\pi+\langle u,Ku\rangle}{\int|\nabla u|^2/4\pi+\langle u,K_0u\rangle}.
\label{quotient}
\end{equation}
They are real and positive, as the damping rule assumed. Plain damping has $K_0=0$, and Kerker has $K_0=k_{TF}^2/4\pi$.

Consider plain damping first. Stretch a fixed shape $u$ along with a cell of length $L$ in which metal fills a fixed fraction. Per unit area, $\langle u,Ku\rangle$ grows as $L$, while $\int|\nabla u|^2$ falls as $1/L$. Hence $\lambda_{\max}$ grows as $L^2$: a small error of a long-wave potential moves much charge, whose field overshoots. This is charge sloshing. For a single slab the thickness of the metal is what counts: at fixed thickness $u-\delta\mu$ averages to zero over the metal, weighted with $D$, and is therefore limited by its gradient there, so added vacuum raises $\lambda_{\max}$ only up to a limit set by that thickness. Two slabs separated by vacuum behave differently: charge can pass from one to the other as in a capacitor, and $\lambda_{\max}$ then grows linearly with their separation.

Now let the cell be half metal and half vacuum, each of width $d=L/2$, and let $P$ be any positive filter that depends on $G$ alone. The denominator of (\ref{quotient}) does not change when $u$ is shifted rigidly. Take one full sine period of length $d$, zero elsewhere, and place it first in the metal and then in the vacuum. It has $\delta\mu=0$ by antisymmetry. The common denominator cancels from the ratio of the two quotients, and $\kappa$ cannot be smaller than that ratio. If edge effects and the gradient term are neglected,
\begin{equation}
\kappa\gtrsim1+\frac{k_{TF}^2\int u^2}{\int|\nabla u|^2}=1+\frac{k_{TF}^2d^2}{4\pi^2}.
\end{equation}
No adjustment of Kerker's parameter, and no other function of $G$, escapes this growth. The filter cannot know where the wave is.

With $D(\mathbf r)$ in the preconditioner, (\ref{split}) makes the numerator and denominator differ by the gradient term alone. For slow $u$ that term scales with $L$ just as the field energy $\int|\nabla u|^2/4\pi$ does, provided that $K$ has a finite second moment, so the growth with $L$ is removed. What remains is a factor that depends on the material. Deep in an insulator $D=0$, and the gradient term is the polarization energy, $(\varepsilon_r-1)\int|\nabla u|^2/4\pi$ for an isotropic medium without local-field effects. Then $\lambda\approx\varepsilon_r$. An insulator with a large dielectric constant thus leaves a condition number of at least that order next to modes with $\lambda\approx1$, though not one that grows with thickness.

The example is a model of parallel wires, one per area $A=20$ bohr$^2$. Electrons move along $z$ only, and their charge is averaged over the plane. The parameters are $T=0.04$ hartree (about 1.1 eV, much wider than the smearing usual for real metals) and $\mu=0.32$ hartree, so $k_F=\sqrt{2\mu}=0.8$ bohr$^{-1}$. At zero temperature $\rho=2k_F/\pi A$, and $d\mu=k_F\,dk_F$ gives
\begin{equation}
k_{TF}^2=4\pi\frac{d\rho}{d\mu}=\frac{8}{k_FA}=\frac{8}{0.8\times20}=0.5\ \text{bohr}^{-2}.
\end{equation}
The sum over states at the chosen smearing gives 0.512 bohr$^{-2}$. The vacuum is a potential step, and the insulator a periodic potential with a gap of 0.96 hartree around $\mu$. The self-consistent potential is chosen first and the external potential follows from it, so the error of every iterate is known. The pair sum for $K$ agrees with a finite difference of the density to $4\times10^{-8}$ of the norm of the density change.

The condition numbers for $L=60$ and 180 bohr are:
\begin{center}
\begin{tabular}{lccc}
cell & none & Kerker & $D(z)$\\
metal & 47.4, 418 & 1.19, 1.19 & 1.18, 1.18\\
metal and vacuum & 31.6, 260 & 42.8, 350 & 1.45, 1.45\\
metal and insulator & 30.1, 256 & 31.4, 260 & 1.61, 1.62\\
insulator & 1.41, 1.43 & 38.6, 332 & 1.40, 1.40
\end{tabular}
\end{center}
The grid spacing is 0.8 bohr; halving it at $L=60$ bohr moves 47.4 to 47.7, 1.61 to 1.60, 1.41 to 1.40 and 38.6 to 38.1, and leaves the other entries unchanged to the digits shown. In the uniform metal the longest wave has $G^2=(2\pi/60)^2=0.01097$ bohr$^{-2}$, and $1+0.5116/0.01097=47.6$ agrees with the tabulated 47.4 to half a percent. Tripling $L$ should multiply the large entries by about nine; the actual factors lie between 8.2 and 8.8. For metal and vacuum at $L=180$ bohr the lower estimate for any filter in $G$ is $1+0.5\times90^2/4\pi^2=104$, and both filters lie above it.

Kerker's slow mode can be estimated as well. Take half a sine period across the vacuum, $u=\sin(\pi x/d)$, zero in the metal, and subtract its average $\bar u=(2d/\pi)/2d=1/\pi$. The constant does not change the numerator, since $K$ ignores it. In the denominator $\int(u-\bar u)^2=d/2-2d/\pi^2=0.297\,d$. With $d=90$ bohr,
\begin{equation}
\lambda\approx\frac{\pi^2/2d}{\pi^2/2d+0.297\,k_{TF}^2d}=\frac{0.0548}{0.0548+13.4}=0.0041 .
\end{equation}
The computed smallest eigenvalue is 0.0039, and 97\% of the field energy of its mode lies in the vacuum. Kerker's filter suppresses this error as if a metal were there to screen it, and the correction arrives about 250 times too small.

In the pure insulator the same reasoning gives $\lambda\approx\varepsilon_rG^2/(G^2+k_{TF}^2)$. With the computed $\varepsilon_r=1.23$ at $L=60$ bohr this is 0.026, whose inverse, 38, is close to the tabulated 38.6. The dielectric constant found from the longest wave rises to 1.26 at $L=180$ bohr. The rise comes from the few thermal carriers: they add about $4\pi\bar D/G^2$, which is 0.004 at $L=60$ bohr and 0.033 at $L=180$ bohr, and at half the smearing the two values are 1.224 and 1.225.

Full nonlinear runs at $L=60$ bohr, from a random error of 0.01 hartree, bear out the linear theory. Each run uses the best damping $\alpha=2/(\lambda_{\min}+\lambda_{\max})$ for its own cell and filter. For metal and vacuum the predicted rates are 0.939, 0.954 and 0.184 without filter, with Kerker and with $D(z)$; the measured ones are 0.938, 0.954 and 0.182. For metal and insulator the three runs take 273, 263 and 13 steps. Kerker is slightly quicker than plain damping there although its $\kappa$ is slightly larger, so counts this close do not rank two methods: they also depend on how much of the slow modes the starting error contains.

The use of $D(\mathbf r)$ sets a condition on the smearing when the spectrum near $\mu$ is discrete, as in the wires: the smearing must cover the spacing of the levels, otherwise $D$ jumps as single levels cross $\mu$ and no longer represents the screening. For metal and vacuum at $L=60$ bohr the condition number with $D(z)$ rises from 1.45 to about 2 at $T=0.01$ hartree and to about 15 at $T=0.004$ hartree. In a slab whose electrons also move freely in the plane each level is a continuous subband, and with the in-plane motion fully integrated the condition number stays below 1.3 down to $T=0.001$ hartree; there the relevant spacing is that left by the sampling of in-plane wave vectors. A smearing that is not small compared with the gap of an insulating region turns that region into a weak metal. This changes the physical model but does not spoil the preconditioner, because $K$ and $D$ contain the same thermal carriers. The small condition numbers found here belong to a Hartree model with a weakly polarizable insulator. The step counts belong to fixed damping; mixing that uses the history of residuals, as Pulay's method does, shrinks the differences greatly. A Krylov solution of the linear problem for metal and vacuum at $L=60$ bohr takes about 15, 23 and 8 steps without filter, with Kerker and with $D(z)$. Magnetic instabilities, or soft modes driven by exchange and correlation, lie outside what a preconditioner built from $v$ and $D$ can cure. The complete set of computed values is in the numerical output that follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
gas: r_s = 2.0 bohr, k_F = 0.9596 1/bohr
gas: k_TF^2 = 1.2218 1/bohr^2, k_TF = 1.1053 1/bohr
gas: screening length = 0.9047 bohr = 0.4787 angstrom
gas: 4 pi K/k_TF^2 at q = 0.1 k_F: 0.999166
gas: smallest ratio left after Kerker = 0.8612 at q/k_F = 2.20
response, pair sum against finite difference: error 3.5e-08
sum rule, row sum against d rho/d mu: error 1.3e-07
wires: area 20 bohr^2, mu 0.32 hartree, T 0.04 hartree, k_F 0.80 1/bohr
wires: k_TF^2 = 0.5000 (T=0), 0.5116 (from LDOS) 1/bohr^2
metal+vacuum: 4 pi D mid-metal 0.494, mid-vacuum 1.0e-07 1/bohr^2
condition number kappa (dimensionless): none, Kerker, LDOS
  metal            L =  60 bohr:   47.422,    1.185,    1.182
  metal            L = 120 bohr:  186.515,    1.187,    1.184
  metal            L = 180 bohr:  418.299,    1.187,    1.184
  metal+vacuum     L =  60 bohr:   31.577,   42.774,    1.450
  metal+vacuum     L = 120 bohr:  117.700,  159.042,    1.450
  metal+vacuum     L = 180 bohr:  259.799,  350.136,    1.450
  metal+insulator  L =  60 bohr:   30.099,   31.377,    1.611
  metal+insulator  L = 120 bohr:  115.801,  120.177,    1.570
  metal+insulator  L = 180 bohr:  255.922,  259.878,    1.619
  insulator        L =  60 bohr:    1.407,   38.575,    1.404
  insulator        L = 120 bohr:    1.415,  150.257,    1.404
  insulator        L = 180 bohr:    1.426,  332.043,    1.404
Kerker, metal+vacuum, L = 180 bohr: smallest eigenvalue 0.00391, share of its field energy in vacuum 0.972
insulator: gap 0.958 hartree, dielectric constant 1.228 (L=60), 1.258 (L=180)
nonlinear runs, L = 60 bohr, error reduced by 1e-8, random start 0.01 hartree
  metal            none  : alpha 0.0410,  422 steps, rate 0.9583, predicted 0.9587
  metal            Kerker: alpha 0.9517,    8 steps, rate 0.0773, predicted 0.0849
  metal            LDOS  : alpha 0.9546,    8 steps, rate 0.0760, predicted 0.0835
  metal+vacuum     none  : alpha 0.0614,  290 steps, rate 0.9384, predicted 0.9386
  metal+vacuum     Kerker: alpha 1.4256,  333 steps, rate 0.9543, predicted 0.9543
  metal+vacuum     LDOS  : alpha 0.9405,   11 steps, rate 0.1820, predicted 0.1836
  metal+insulator  none  : alpha 0.0642,  273 steps, rate 0.9348, predicted 0.9357
  metal+insulator  Kerker: alpha 1.5002,  263 steps, rate 0.9382, predicted 0.9382
  metal+insulator  LDOS  : alpha 0.8799,   13 steps, rate 0.2340, predicted 0.2340
\end{verbatim}
